# Why the self-consistent Born approximation has no deep band tail: a program that tests the result

```python
# RESULT UNDER TEST: for white-noise disorder the self-consistent Born
# approximation (SCBA) has a sharp shifted band edge, whereas the true
# disorder-averaged spectrum has states below it, due to rare deep wells.
# Symbols: t = hopping = hbar^2/(2 m a^2), a = cell length, sigma = standard
# deviation of the cell energy, gamma = sigma^2 a^3 (3D) = noise strength,
# w = -(E - self-energy), W = t * zone average of 1/band energy.
# Lattice energies are in units of t, with the clean band bottom at zero.
# The 1D continuum tests use hbar^2/2m = 1 and gamma = 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import i0e, ndtr

rng = np.random.default_rng(20240)

# ---------- SCBA edge from Laplace integrals of the lattice propagator -------
log_s = np.linspace(-35.0, 45.0, 8001)
s_grid = np.exp(log_s)
d_log = log_s[1] - log_s[0]


def zone_average(w, power, dim):
    """power=0: mean of 1/(band+w); power=1: mean of 1/(band+w)^2."""
    f = s_grid**(power + 1) * np.exp(-w * s_grid) * i0e(2 * s_grid)**dim
    return np.sum(f) * d_log


def scba_edge(sig, dim):
    w0 = brentq(lambda w: sig**2 * zone_average(w, 1, dim) - 1, 1e-8, 50,
                xtol=1e-14)
    return -w0 - sig**2 * zone_average(w0, 0, dim), w0


def scba_density(energy, sig, n):
    """Direct iteration of the 3D SCBA on a k mesh; density per cell per t."""
    k = (np.arange(n) + 0.5) * np.pi / n
    e1 = 2 - 2 * np.cos(k)
    plane = (e1[:, None] + e1[None, :]).ravel()
    self_energy = -0.5j * sig
    for _ in range(1500):
        y = energy - self_energy - plane
        new = sig**2 * np.mean(1 / (np.sqrt(y) * np.sqrt(y - 4)))
        change = abs(new - self_energy)
        self_energy = new
        if change < 1e-11:
            break
    assert change < 1e-11
    return -self_energy.imag / (np.pi * sig**2)


watson = zone_average(0.0, 0, 3)
weak = 0.5
edge_weak, _ = scba_edge(weak, 3)
upshift_num = edge_weak + weak**2 * watson
upshift_formula = (weak**2 / (8 * np.pi))**2
assert abs(upshift_num / upshift_formula - 1) < 0.03  # lattice correction
edge_one, _ = scba_edge(1.0, 3)
rho_weak = scba_density(edge_one + 0.05, 1.0, 300)
rho_rigid = np.sqrt(0.05) / (4 * np.pi**2)
assert abs(rho_weak / rho_rigid - 1) < 0.05           # lattice correction
edge_1d_lattice, _ = scba_edge(0.05, 1)
assert abs(edge_1d_lattice / (-3 * (0.05**2 / 4)**(2 / 3)) - 1) < 0.01

# ---------- exact 1D white-noise spectrum against node counting --------------


def exact_count_1d(energy):
    val = quad(lambda v: 2 * np.exp(-2 * (v**6 / 12 + energy * v * v)),
               0, 7, epsabs=0, epsrel=1e-9, limit=300)[0]
    return 1 / (np.sqrt(2 * np.pi) * val)


edge_1d = -3 * 0.25**(2 / 3)
test_e = np.array([edge_1d, -2.0])[:, None]
h, chains, steps = 0.1, 4000, 5000
ratio = np.full((2, chains), np.inf)
nodes = np.zeros(2)
for _ in range(steps):
    v = rng.standard_normal(chains) / np.sqrt(h)
    ratio = 2 / h**2 + v - test_e - h**-4 / ratio
    nodes += np.sum(ratio < 0, axis=1)
count_1d = nodes / (chains * steps * h)
exact_1d = np.array([exact_count_1d(e) for e in test_e[:, 0]])
assert abs(count_1d[0] / exact_1d[0] - 1) < 0.04   # grid and sampling error
assert abs(count_1d[1] / exact_1d[1] - 1) < 0.20   # few hundred states only
tail_ratio = exact_count_1d(-4.0) / (2 / np.pi * np.exp(-8 / 3 * 8))
assert abs(tail_ratio - 1) < 0.05                # next order of saddle point

# ---------- cheapest well with ground level -1 -------------------------------
x = np.linspace(-12, 12, 1201)
dx = x[1] - x[0]


def ground(potential):
    return eigh_tridiagonal(2 / dx**2 + potential,
                            np.full(len(x) - 1, -1 / dx**2), eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


sech_well = -2 / np.cosh(x)**2
assert abs(ground(sech_well) + 1) < 1e-3
cost_sech = np.sum(sech_well**2) * dx / 2
assert abs(cost_sech - 8 / 3) < 1e-5
cost_gauss = []
for width in (0.8, 1.0, 1.2, 1.4, 1.7):
    shape = np.exp(-(x / width)**2)
    depth = brentq(lambda A: ground(-A * shape) + 1, 0.5, 12)
    cost_gauss.append(np.sum((depth * shape)**2) * dx / 2)
assert min(cost_gauss) > cost_sech

# ---------- all pairings against non-crossing pairings -----------------------


def pairings(points):
    if not points:
        yield []
        return
    for j in range(1, len(points)):
        for rest in pairings(points[1:j] + points[j + 1:]):
            yield [(points[0], points[j])] + rest


all_pairs, planar_pairs = [], []
for n in range(1, 6):
    total = planar = 0
    for p in pairings(list(range(2 * n))):
        total += 1
        planar += not any(a < c < b < d for a, b in p for c, d in p)
    all_pairs.append(total)
    planar_pairs.append(planar)
    gauss_m = quad(lambda e: e**(2 * n) * np.exp(-e * e / 2)
                   / np.sqrt(2 * np.pi), -14, 14, limit=200)[0]
    semi_m = quad(lambda e: e**(2 * n) * np.sqrt(4 - e * e) / (2 * np.pi),
                  -2, 2, limit=200)[0]
    assert abs(gauss_m / total - 1) < 1e-6
    assert abs(semi_m / planar - 1) < 1e-6

# ---------- exact state counting by slices -----------------------------------


def count_below(base, potentials, energy):
    """Number of eigenvalues below energy; slices are coupled by hopping 1."""
    one = np.eye(len(base))
    inverse = np.zeros_like(base)
    count = 0
    for v in potentials:
        block = base + v - energy * one - inverse
        try:
            np.linalg.cholesky(block)
        except np.linalg.LinAlgError:
            count += int(np.sum(np.linalg.eigvalsh(block) < 0))
        inverse = np.linalg.inv(block)
        inverse = (inverse + inverse.conj().T) / 2
    return count


def plane_matrix(size):
    one = np.eye(size)
    ring = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0)
    return 6 * np.eye(size**2) - np.kron(ring, one) - np.kron(one, ring)


def count_3d(size, v, energy):
    return count_below(plane_matrix(size), (np.diag(r) for r in v), energy)


v_small = 2 * rng.standard_normal((5, 16))
chain = np.eye(5, k=1) + np.eye(5, k=-1)
full = (np.kron(np.eye(5), plane_matrix(4)) + np.diag(v_small.ravel())
        - np.kron(chain, np.eye(16)))
levels = np.linalg.eigvalsh(full)
for e in (-1.0, 1.0, 5.0):
    assert count_3d(4, v_small, e) == np.sum(levels < e)

# ---------- many orbitals per site: rare fluctuations suppressed -------------
edge_chain, _ = scba_edge(1.0, 1)
orbital_fraction = []
for n_orb, n_sites in ((1, 20000), (4, 10000), (16, 3000)):
    def random_blocks():
        for _ in range(n_sites):
            m = (rng.standard_normal((n_orb, n_orb))
                 + 1j * rng.standard_normal((n_orb, n_orb)))
            yield (m + m.conj().T) / (2 * np.sqrt(n_orb))
    c = count_below(2 * np.eye(n_orb, dtype=complex), random_blocks(),
                    edge_chain)
    orbital_fraction.append(c / (n_orb * n_sites))
assert orbital_fraction[0] > orbital_fraction[1] > orbital_fraction[2]
assert orbital_fraction[0] > 3 * orbital_fraction[2]

# ---------- worked example: film in the regime of amorphous In-Ga-Zn oxide ---
mass_ratio, cell_nm, sigma_ev = 0.34, 1.5, 0.10    # rough typical inputs
thick_nm, temp_k, field_mv_cm = 30.0, 300.0, 0.1
eps_static, eps_fast, phonon_ev, gap_ev = 10.0, 4.0, 0.05, 3.1
carriers_cm3 = 1e18
mass = mass_ratio * sc.m_e


def hopping_ev(cell):
    return sc.hbar**2 / (2 * mass * (cell * 1e-9)**2) / sc.e


t_ev = hopping_ev(cell_nm)
sig = sigma_ev / t_ev
edge, w0 = scba_edge(sig, 3)
edge_rigid = -sig**2 * watson + (sig**2 / (8 * np.pi))**2
assert scba_density(edge - 0.1, sig, 120) < 1e-8
step = 0.025 / t_ev
rho_above = scba_density(edge + step, sig, 120)
rho_clean = np.sqrt(step) / (4 * np.pi**2)
assert abs(rho_above / rho_clean - 1) < 0.15       # lattice correction
cell_cm3 = (cell_nm * 1e-7)**3
dos_unit = 2 / (t_ev * cell_cm3)                   # two spins

size, slices = 12, 400
sites = size**2 * slices
noise = rng.standard_normal((slices, size**2))
v_gauss = sig * noise
ix = np.arange(size)
parity = (np.arange(slices)[:, None]
          + (ix[:, None] + ix[None, :]).ravel()[None, :]) % 2
depths_ev = (0.0, 0.025, 0.050)
tail_counts, bounds = [], []
for depth_ev in depths_ev:
    e = edge - depth_ev / t_ev
    c = count_3d(size, v_gauss, e)
    assert c >= np.sum((parity == 0) & (6 + v_gauss < e))
    bound = 0.5 * ndtr((e - 6) / sig)
    assert c / sites > bound
    tail_counts.append(c)
    bounds.append(bound)
assert tail_counts[0] > tail_counts[1] > tail_counts[2] > 0
tail_cm3 = [2 * c / sites / cell_cm3 for c in tail_counts]
efold_mev = 25 / np.log(tail_counts[1] / tail_counts[2])

# same variance, no rare deep cells: the SCBA cannot tell the difference
binary_count = count_3d(size, sig * np.sign(noise), edge - step)
assert binary_count < 0.5 * tail_counts[1]

# narrower bar: finite cross-section must not make the tail
v_bar = sig * rng.standard_normal((900, 64))
bar_count = count_3d(8, v_bar, edge - step)
diff = abs(bar_count / v_bar.size - tail_counts[1] / sites)
stat = np.sqrt(bar_count / v_bar.size**2 + tail_counts[1] / sites**2)
assert diff < 4 * stat + 0.1 * tail_counts[1] / sites

# another cutoff cell at the same noise strength gamma
cell2_nm = 1.2
t2_ev = hopping_ev(cell2_nm)
sigma2_ev = sigma_ev * (cell_nm / cell2_nm)**1.5
edge2, _ = scba_edge(sigma2_ev / t2_ev, 3)
count2 = count_3d(size, sigma2_ev / t2_ev * noise, edge2 - 0.025 / t2_ev)
tail2_cm3 = 2 * count2 / sites / (cell2_nm * 1e-7)**3

# sizes of other neglected effects
kt_mev = sc.k * temp_k / sc.e * 1e3
confine_mev = t_ev * (np.pi * cell_nm / thick_nm)**2 * 1e3
field_mev = field_mv_cm * 1e8 * cell_nm * 1e-9 * 1e3
coulomb_mev = sc.e / (4 * np.pi * sc.epsilon_0 * eps_static
                      * cell_nm * 1e-9) * 1e3
alpha = (sc.e**2 / (4 * np.pi * sc.epsilon_0 * sc.hbar)
         * (1 / eps_fast - 1 / eps_static)
         * np.sqrt(mass / (2 * phonon_ev * sc.e)))

print(f"W, cubic lattice: {watson:.5f}")
print(f"Weak case sigma/t=0.5, upshift/t: {upshift_num:.3e}")
print(f"  long-wave formula, upshift/t: {upshift_formula:.3e}")
print(f"SCBA/rigid density, sigma=t, 0.05t up: {rho_weak/rho_rigid:.4f}")
print(f"1D SCBA edge (gamma=1, model unit): {edge_1d:.4f}")
for i, name in enumerate(("at SCBA edge", "at E=-2")):
    print(f"1D states per length {name}, exact: {exact_1d[i]:.3e}")
    print(f"  by node counting: {count_1d[i]:.3e}")
print(f"1D exact/asymptotic count at E=-4: {tail_ratio:.4f}")
print(f"Well cost at E=-1, sech^2: {cost_sech:.4f}")
print(f"Well cost at E=-1, best Gaussian tried: {min(cost_gauss):.4f}")
print("All pairings, n=1..5:", *all_pairs)
print("Non-crossing pairings, n=1..5:", *planar_pairs)
print(f"Chain SCBA edge, sigma=t (units of t): {edge_chain:.4f}")
for n_orb, f in zip((1, 4, 16), orbital_fraction):
    print(f"  fraction below it, {n_orb} orbitals: {f:.2e}")
print(f"Film: mass {mass_ratio} m_e, cell {cell_nm} nm, "
      f"sigma {sigma_ev*1e3:.0f} meV")
print(f"Hopping t: {t_ev*1e3:.2f} meV; sigma/t: {sig:.3f}")
print(f"Noise strength gamma: {sigma_ev**2*cell_nm**3:.5f} eV^2 nm^3")
print(f"w0: {w0*t_ev*1e3:.3f} meV")
print(f"SCBA edge: {edge*t_ev*1e3:.2f} meV")
print(f"  long-wave formula: {edge_rigid*t_ev*1e3:.2f} meV")
print(f"SCBA density 25 meV above edge: {rho_above*dos_unit:.3e} /(eV cm3)")
print(f"  rigidly moved parabola: {rho_clean*dos_unit:.3e} /(eV cm3)")
print(f"Cells sampled: {sites}")
for d, c, n, b in zip(depths_ev, tail_counts, tail_cm3, bounds):
    print(f"States > {d*1e3:.0f} meV below edge: {c} found, {n:.2e} cm^-3, "
          f"error {100/np.sqrt(c):.0f} %")
    print(f"  rigorous lower bound: {2*b/cell_cm3:.2e} cm^-3")
print(f"Tail e-fold energy, 25 to 50 meV: {efold_mev:.1f} meV")
print(f"Two-valued disorder, >25 meV below: {binary_count} found")
print(f"Narrow bar, >25 meV below: {bar_count} found in {v_bar.size} cells")
print(f"Cell {cell2_nm} nm, same gamma: sigma {sigma2_ev*1e3:.1f} meV, "
      f"edge {edge2*t2_ev*1e3:.1f} meV")
print(f"  states > 25 meV below: {count2} found, {tail2_cm3:.2e} cm^-3")
print(f"Thermal energy at {temp_k:.0f} K: {kt_mev:.1f} meV")
print(f"Confinement in {thick_nm:.0f} nm film: {confine_mev:.2f} meV")
print(f"Nonparabolicity, sigma/gap (gap {gap_ev} eV): "
      f"{100*sigma_ev/gap_ev:.1f} %")
print(f"Drop over a cell at {field_mv_cm} MV/cm: {field_mev:.1f} meV")
print(f"Repulsion at one cell, eps {eps_static:.0f}: {coulomb_mev:.0f} meV")
print(f"Polaron coupling (eps_fast {eps_fast:.0f}, phonon "
      f"{phonon_ev*1e3:.0f} meV): {alpha:.2f}")
print(f"  weak-coupling polaron shift: {-alpha*phonon_ev*1e3:.0f} meV")
print(f"{carriers_cm3:.0e} cm^-3 carriers / states below edge: "
      f"{carriers_cm3/tail_cm3[0]:.3f}")
print("finished without a failed check")
```

Printed output:

```
W, cubic lattice: 0.25273
Weak case sigma/t=0.5, upshift/t: 9.925e-05
  long-wave formula, upshift/t: 9.895e-05
SCBA/rigid density, sigma=t, 0.05t up: 1.0238
1D SCBA edge (gamma=1, model unit): -1.1906
1D states per length at SCBA edge, exact: 9.666e-03
  by node counting: 9.639e-03
1D states per length at E=-2, exact: 2.283e-04
  by node counting: 2.405e-04
1D exact/asymptotic count at E=-4: 0.9864
Well cost at E=-1, sech^2: 2.6667
Well cost at E=-1, best Gaussian tried: 2.6734
All pairings, n=1..5: 1 3 15 105 945
Non-crossing pairings, n=1..5: 1 2 5 14 42
Chain SCBA edge, sigma=t (units of t): -1.1537
  fraction below it, 1 orbitals: 1.15e-02
  fraction below it, 4 orbitals: 2.43e-03
  fraction below it, 16 orbitals: 5.42e-04
Film: mass 0.34 m_e, cell 1.5 nm, sigma 100 meV
Hopping t: 49.80 meV; sigma/t: 2.008
Noise strength gamma: 0.03375 eV^2 nm^3
w0: 1.387 meV
SCBA edge: -49.41 meV
  long-wave formula: -49.46 meV
SCBA density 25 meV above edge: 2.408e+20 /(eV cm3)
  rigidly moved parabola: 2.135e+20 /(eV cm3)
Cells sampled: 57600
States > 0 meV below edge: 236 found, 2.43e+18 cm^-3, error 7 %
  rigorous lower bound: 7.36e+16 cm^-3
States > 25 meV below edge: 74 found, 7.61e+17 cm^-3, error 12 %
  rigorous lower bound: 2.81e+16 cm^-3
States > 50 meV below edge: 26 found, 2.67e+17 cm^-3, error 20 %
  rigorous lower bound: 1.01e+16 cm^-3
Tail e-fold energy, 25 to 50 meV: 23.9 meV
Two-valued disorder, >25 meV below: 0 found
Narrow bar, >25 meV below: 68 found in 57600 cells
Cell 1.2 nm, same gamma: sigma 139.8 meV, edge -62.1 meV
  states > 25 meV below: 54 found, 1.09e+18 cm^-3
Thermal energy at 300 K: 25.9 meV
Confinement in 30 nm film: 1.23 meV
Nonparabolicity, sigma/gap (gap 3.1 eV): 3.2 %
Drop over a cell at 0.1 MV/cm: 15.0 meV
Repulsion at one cell, eps 10: 96 meV
Polaron coupling (eps_fast 4, phonon 50 meV): 1.44
  weak-coupling polaron shift: -72 meV
1e+18 cm^-3 carriers / states below edge: 0.412
finished without a failed check
```
